Critical thicknesses of two orthogonal edge arrays under unequal misfit

**A threshold that moves from 15 nm to 26 nm**

A film carries compressive misfits of 0.60 % and 0.30 % along two perpendicular axes. In the coherent film, the first dislocation relieving the smaller misfit becomes energetically favourable at 15.0 nm. If the array relieving the larger misfit is already in equilibrium, that threshold is 25.6 nm. With Poisson coupling left out, it would be 27.1 nm. The misfits, elastic constants and core energy are the same in all three calculations. The difference comes from the stress that strain along one axis produces along the other.

**Model and signs**

The film has thickness h and lies on a thick substrate with the same isotropic shear modulus μ and Poisson ratio ν. Axes x and y (1 and 2) are the principal misfit axes. The coordinate z points upward, with the free surface at z = 0 and the interface at z = −h.

The misfits f1 and f2 are the elastic strains of the coherent film, positive in tension. Array 1 has Burgers vector along x and lines along y; array 2 has these directions exchanged. All lines are straight interface edge dislocations with Burgers length b. An array of spacing p removes a strain u of magnitude b/p, with the sign of the stress it relieves. The mean elastic strains are therefore f1 − u1 and f2 − u2.

Tension is relieved by inserting an extra plane in the film, compression by removing one. The derivation uses inserted planes. Reversing both the stress and the Burgers vector leaves the energies unchanged.

**Stress in the coherent film**

Let λ = 2μν/(1−2ν). The surface condition σzz = 0 reads

λ(f1 + f2 + ezz) + 2μ ezz = 0.

Since λ + 2μ = 2μ(1−ν)/(1−2ν), it gives

ezz = −ν(f1 + f2)/(1−ν),
f1 + f2 + ezz = (1−2ν)(f1 + f2)/(1−ν).

Hooke's law along axis 1 then gives

σ1 = [2μν/(1−ν)](f1 + f2) + 2μ f1
   = M(f1 + νf2), M = 2μ/(1−ν).

Exchanging the axes gives σ2 = M(f2 + νf1). The magnitudes that drive the arrays are the effective misfits

m1 = |f1 + νf2|, m2 = |f2 + νf1|.

Each stress thus contains the other misfit, multiplied by ν.

**Field of one line below a free surface**

Consider a line of array 1 at x = 0, z = −h. Define

r² = x² + (z+h)², R² = x² + (z−h)²,
ψ = −D[(z+h) ln(r/R) + 2hz(z−h)/R²],

with stresses σ11 = ∂²ψ/∂z², σzz = ∂²ψ/∂x² and σxz = −∂²ψ/∂x∂z.

The functions ln r, ln R and (z−h)/R² are harmonic away from their singular points. A harmonic function multiplied by z is biharmonic, so ψ satisfies the compatibility equation. The singularity at R = 0 lies outside the solid.

On z = 0 we have r = R, so ψ = 0 for every x and σzz vanishes. There also

∂ψ/∂z = −D[h(2h/R²) − 2h²/R²] = 0,

so σxz vanishes too. The gradient of ψ is single-valued, which excludes a net line force.

The constant D follows from the Burgers vector. For z < 0,

∫ ln(r/R) dx = π(|z+h| − |z−h|),
∫ (z−h)/R² dx = −π,

with integrals over all x. Inside the film, |z+h| − |z−h| = 2z, hence

∫ψ dx = −D[2πz(z+h) − 2πhz] = −2πDz².

Below the interface the difference is −2h and the integral of ψ is linear in z. Two derivatives with respect to z give

∫σ11 dx = −4πD in the film, and 0 below it.

The integral of σzz is zero, because ∂ψ/∂x vanishes at both ends. In plane strain

e11 = [(1−ν)σ11 − νσzz]/(2μ).

An inserted plane of width b requires the integral of e11 to be −b in the film and zero below. Thus

4πD(1−ν)/(2μ) = b,
D = μb/[2π(1−ν)] = Mb/(4π).

The stress integral in the film is therefore −Mb at every depth.

**Self-energy and the two coherent thresholds**

Create the line by cutting the film along the vertical strip between the line and the free surface, and opening the cut by b. The existing stress σ1 releases σ1bh per unit length. The dislocation's own stress grows from zero during the opening, so its work carries a factor 1/2. Stopping the cut at a core distance r0 gives

w = −(b/2)∫σ11 dz = (b/2) ∂ψ/∂z at x = 0, z = −h+r0,

because ∂ψ/∂z is zero at the surface. Direct differentiation yields

∂ψ/∂z = −D[ln(r/R) + (z+h)²/r² − (z²−h²)/R²
        + 2h(2z−h)/R² − 4hz(z−h)²/R⁴].

For r0 much smaller than h, the five terms in the bracket become ln(r0/2h), 1, 0, −3/2 and 1. Therefore

w = (Db/2)[ln(2h/r0) − 1/2] = (Db/2) ln(βh/b),
β = 2b exp(−1/2)/r0.

The energy inside the core does not depend on h in this model, so it can be absorbed in β. Terms that vanish with r0/h have been dropped.

The line becomes favourable when the released energy equals w. With D/2 = Mb/(8π),

M m b h = [Mb²/(8π)] ln(βh/b).

Dividing by Mb gives the separate coherent thresholds:

h1 = b/(8π|f1 + νf2|) ln(βh1/b),
h2 = b/(8π|f2 + νf1|) ln(βh2/b).

The modulus M cancels because line energy and driving stress are both proportional to it. Poisson's ratio remains in the effective misfit.

To solve either equation, set c = b/(8πm) and Y = h/c. Then exp(Y) = βcY/b, or −Y exp(−Y) = −b/(βc), and

h = −c W₋₁[−b/(βc)],

where W₋₁ is the lower real branch of the Lambert function. A real root needs βc/b ≥ e. The other branch gives h ≤ c, where the logarithm is at most 1 and the continuum line energy is unreliable. If the condition fails, the misfit is too large for this formula and the core must be treated explicitly.

It is useful to define the resistance

g(h) = b ln(βh/b)/(8πh),

so that the threshold is m = g(h). Its derivative is proportional to 1 − ln(βh/b), which is negative on the physical branch. A larger effective misfit therefore gives a smaller critical thickness.

**What one array does to the other**

Let array 1 have spacing p. The average of its periodic stress over x equals the single-line integral divided by p. In the film this gives

⟨σ11⟩ = −Mb/p = −Mu1, ⟨σzz⟩ = 0.

The lines run along y, so plane strain gives σ22 = ν(σ11 + σzz) and

⟨σ22⟩ = −νMu1.

A new line of array 2 runs along x. Its cut therefore samples precisely this average, which is the same at every depth in the film. With both arrays present, the mean stresses are

σ1 = M[(f1 − u1) + ν(f2 − u2)],
σ2 = M[(f2 − u2) + ν(f1 − u1)].

The first line of array 2 in a film with relief u1 becomes favourable at

h = b/(8π|f2 + ν(f1 − u1)|) ln(βh/b).

Within linear elasticity, for straight lines and equal moduli, no mean-field approximation enters this cross term. Junction energies at the crossings are omitted. The situation is different for another line parallel to an existing array: it feels the local field between its neighbours, so the mean stress alone does not determine its energy.

**Equilibrium density of the first array**

Finding u1 requires the interaction of parallel lines. For separation d, put R² = d² + 4h². The cut work on a second line is

W(d) = b ∂ψ/∂z at x = d, z = −h
     = Db[½ ln(1 + 4h²/d²) + 6h²/R² − 16h⁴/R⁴].

Sum over d = np and set t = 2πh/p. Then 4h²/d² = t²/(n²π²). The product formula for sinh gives

Σ ln(1 + t²/(n²π²)) = ln(sinh t/t),

with n running from 1 to infinity. Differentiating and multiplying by t/2 gives

A = Σ t²/(n²π² + t²) = (t coth t − 1)/2.

A further derivative gives t dA/dt = 2A − 2B, where

B = Σ t⁴/(n²π² + t²)² = A − (t/2) dA/dt
  = ¼ t coth t + t²/(4 sinh²t) − ½.

Since 4h²/R² is the summand of A, the three terms of W contribute ½ ln(sinh t/t), (3/2)A and −B. The sum is Db s(t), with

s(t) = ½ ln(sinh t/t) + ½ t coth t − t²/(4 sinh²t) − ¼.

Each line has neighbours on both sides, and each pair is shared by two lines. The interaction energy per line is therefore this one-sided sum. Taking u1 as a magnitude and dividing the energy per area by Mh,

F(u1) = (g − m1)u1 + [b/(4πh)] u1 s(t), t = 2πhu1/b.

Because t is proportional to u1, setting dF/du1 = 0 gives

m1 − g(h) = [b/(4πh)] q(t), q = s + t ds/dt,
ds/dt = coth t − 1/(2t) − t/sinh²t + t² coth t/(2 sinh²t).

For small t, the three non-constant parts of s contribute t²/12, t²/6 and t²/12, while the constants cancel. Hence s ≈ t²/3, q ≈ t², and just above h1

u1 ≈ √[b(m1 − g)/(πh)].

Since m1 − g vanishes linearly at h1, the relief grows as the square root of the excess thickness. The steep start reflects the weak repulsion between widely spaced lines under a free surface.

For large t, s is t to leading order. The interaction part of F then becomes u1²/2, the elastic energy, divided by Mh, of a film strained uniformly by u1 along one in-plane axis with the other held fixed.

**The delayed second threshold**

For misfits of equal sign with |f1| > |f2|, the second threshold h2* solves

m2 − νu1(h) = g(h).

At the coherent h2, the left side is smaller than the right by νu1, so h2* is larger. An upper bracket follows by supposing that array 1 has removed all of σ1, so that u1 = m1. The remaining drive is

m2 − νm1 = |f2| + ν|f1| − ν|f1| − ν²|f2| = (1−ν²)|f2|.

The thickness hf solving g(hf) = (1−ν²)|f2| lies above h2* provided that u1 < m1 at hf.

This is a condition for adding one line, not for the lowest energy of two complete arrays. For a small relief u2, array 1 can lower its own density. Expanding F around its minimum gives δu1 = −νu2/F″, and the energy change divided by Mh is

(g − m2 + νu1)u2 − ν²u2²/(2F″) + terms of order u2³.

The self-repulsion of array 2 enters at cubic order, because s begins with t². At h2* the linear term vanishes and the quadratic term is negative. A finite second array is therefore already favourable slightly below h2*.

It cannot be favourable at or below the coherent h2 when the misfits have equal sign. There g ≥ m2, and the cross term and self-repulsion are positive, so removing array 2 lowers the energy.

**Worked numbers**

The inputs are f1 = −0.60 %, f2 = −0.30 %, ν = 0.30, μ = 60 GPa, b = 0.39 nm and β = e. The core cutoff is r0 = 0.174 nm and M = 2(60)/0.70 = 171.4 GPa. The effective misfits are

m1 = 0.60 + 0.30(0.30) = 0.69 %,
m2 = 0.30 + 0.30(0.60) = 0.48 %.

The coherent stresses are −1.18 and −0.82 GPa. Without Poisson coupling they would be −1.03 and −0.51 GPa. Coupling adds 15 % to the first and 60 % to the second, relative to the uncoupled values. The axis with the smaller misfit gains more because it borrows from the larger one. The thresholds are

h1 = [0.39/(8π × 0.0069)] ln(e × 9.41/0.39) = 9.4 nm (94 Å),
h2 = [0.39/(8π × 0.0048)] ln(e × 15.04/0.39) = 15.0 nm (150 Å).

Without coupling they would be 11.3 and 27.1 nm. As an energy check at h1, 1.183 GPa × 0.39 nm × 9.41 nm equals 27.1 eV/nm, the line energy at that thickness.

By 15.0 nm, an equilibrium array 1 has already removed 0.45 % strain. The second array is then no longer favourable at its coherent threshold. The shifted condition is met at h2* = 25.6 nm (256 Å), where u1 = 0.553 % and the spacing of array 1 is 70.5 nm. The effective misfit for array 2 is then

0.30 + 0.30(0.600 − 0.553) = 0.314 %.

This explains the opening numbers. Array 1 has removed most of the strain that had assisted array 2, so the threshold returns almost to its uncoupled value. The mean stresses at this point are −0.235 GPa along axis 1 and −0.539 GPa along axis 2. Complete removal of σ1 would put the second threshold at 30.5 nm.

The energies of the one-array and two-array states tie at 25.5 nm. At the tie, array 2 appears with a spacing of about 1.1 μm, and the relief of array 1 falls from 0.552 % to 0.540 %. The tie lies only 0.1 nm below h2*, less than one Burgers length. For these inputs the single-line criterion is an adequate estimate of the ideal equilibrium onset.

**Other combinations of misfit**

For equal misfits f, both coherent thresholds use (1+ν)|f| and coincide. Whichever array forms first still delays the other: for 0.45 % on both axes the coherent threshold is 11.7 nm, the single-line threshold with the first array in equilibrium is 14.2 nm, and the energy tie lies 0.4 nm below it. If f2 = 0, array 2 still has the coherent drive νM|f1|. With the example's f1, its coherent threshold is 50.6 nm, although there is no misfit along its own Burgers vector. Relief by array 1 weakens this drive: with array 1 in equilibrium, it stays below g(h) up to at least 300 nm for these inputs, so array 2 does not become favourable in that range.

For opposite signs, Poisson coupling reduces the magnitude of the drive, as long as each stress keeps the sign of its own misfit. Relief of f1 then increases the magnitude of σ2, so array 1 assists array 2. At f2 = −νf1, the coherent σ2 is zero and array 2 has no finite threshold. Once array 1 forms, σ2 = −νMu1 and a drive appears. The bracket for h2* and the lower bound on the energy tie were derived for equal signs and should not be used here.

**Relation to a real film**

The inputs are round values in the rough regime of a (La,Sr)MnO3 film with about 30 % Sr on the (110) surface of orthorhombic NdGaO3, where both misfits are compressive and of the order of a few tenths of a per cent. They are not measurements of a particular sample. The elastic constants are uncertain too; M cancels from the ideal thresholds, but ν does not.

The following changes are made one at a time, with the other inputs fixed, and refer to the coherent thresholds h1 and h2:

- Halving or doubling β gives 7.3 and 12.1 nm, or 11.4 and 17.8 nm.
- Cubic Zener ratios of 0.67 and 1.50, at fixed C12/C11 and fixed β, give 7.7 and 12.4 nm, or 11.2 and 17.9 nm. Only the factor in front of the logarithm is changed here. Anisotropy also alters the constant 1/2 in w; at fixed r0 this moves each value back towards the isotropic one by 0.2 to 0.3 nm.
- A thermal expansion difference of 10⁻⁶ K⁻¹ over 700 K changes each misfit by 0.07 %. Smaller misfit magnitudes give 11.3 and 19.6 nm; larger ones give 8.0 and 12.0 nm.
- A resistance to dislocation motion equivalent to 0.10 GPa of normal film stress, subtracted from each driving stress, gives 10.6 and 17.7 nm. The lines of this model glide only in the interface plane, on which the film stress resolves no shear, so they reach the interface by climb or by reaction, and a glide friction stress does not apply to them directly.

These changes shift h1 by up to about 2 nm and h2 by up to about 5 nm. The choice of Burgers vector matters more. A line with components b along x and b along z can glide down from the surface on a plane at 45°; it relieves the same strain at about twice the line energy, and its coherent thresholds are about 21 to 23 nm and 33 to 36 nm, depending on the core cutoff. Real films also need a source of dislocations and a path by which lines reach the interface. A film can therefore remain coherent above these equilibrium values, by an amount this model does not give. Different film and substrate moduli would change the line energy, and that effect has not been sized here.

**Use in a calculation**

Keep the signs of f1 and f2 until the effective misfits have been formed. Solve the coherent thresholds with W₋₁ after checking βc/b ≥ e. Label as array 1 the one with the smaller threshold.

For each h above h1, find t from the equation for q(t). On a grid of 2000 points from t = 0.01 to 15, q increased throughout, so bisection is suitable in that range; the example has t = 2.3 at h2*. Use q ≈ t² at very small t, where the full expression loses digits by cancellation. For misfits of equal sign, find h2* between h2 and hf after confirming that u1 < m1 at hf.

Which second threshold applies depends on the state of the film. Use h2 if array 1 is absent, for example because its sources are blocked. Use h2* if array 1 has reached equilibrium. For a measured spacing p of array 1, use u1 = b/p as a magnitude in m2 − νu1 = g(h) when the misfits have equal sign. In the general form with |f2 + ν(f1 − u1)|, give u1 the sign of σ1. The numerical output lists the values for the example.

Numbers as computed

```
misfits f1, f2: -0.60, -0.30 %
shear modulus 60 GPa, Poisson ratio 0.30, b 0.39 nm
core constant beta 2.7183, equivalent cutoff r0 0.174 nm
film modulus M: 171.4 GPa
stress without Poisson coupling, 1 and 2: -1.029, -0.514 GPa
coherent driving stress, 1 and 2: -1.183, -0.823 GPa
effective misfits |f_i+nu f_j|: 0.690, 0.480 %
coherent critical thickness h1: 9.41 nm = 94.1 angstrom
coherent critical thickness h2: 15.04 nm = 150.4 angstrom
h1/b, h2/b: 24.1, 38.6
line energy at h1, h2: 27.09, 30.13 eV/nm
thresholds without Poisson coupling: 11.29, 27.11 nm
array-2 threshold if f2 were zero: 50.56 nm
array-1 relief at coherent h2: 0.452 %
delayed array-2 threshold h2*: 25.61 nm = 256.1 angstrom
array-1 relief at h2*: 0.553 %, spacing 70.5 nm
mean stress 1 at h2*: -0.235 GPa
mean stress 2 at h2*: -0.539 GPa
array-2 threshold if stress 1 were fully removed: 30.45 nm
energy tie of one-array and two-array states: 25.50 nm
array-1 relief at tie, before and after: 0.552, 0.540 %
array-2 relief at tie: 0.037 %, spacing 1065.1 nm
Neglected effects, coherent h1 and h2:
  beta times 0.5: 7.27, 12.09 nm
  beta times 2.0: 11.40, 17.83 nm
  Zener ratio 0.67, energy/modulus factor 0.860: 7.71, 12.40 nm
  Zener ratio 1.50, energy/modulus factor 1.146: 11.24, 17.87 nm
  thermal input: expansion difference 1.0e-06 1/K, interval 700 K, strain 0.070 %
  misfit magnitudes reduced: 11.31, 19.62 nm
  misfit magnitudes raised: 7.99, 12.04 nm
  resisting stress 0.10 GPa: 10.56, 17.73 nm
```
